**Silicide length in a nanowire fed by surface diffusion**

The program tests the law L² = K t with K = 4 D_s (n0 − n_i)/(R N_m), for a silicide segment of length L and radius R after time t. Here D_s is the surface diffusivity, n0 and n_i are the mobile metal densities on the wall at the contact and at the front, and N_m is the metal bound per silicide volume. A random-walk simulation counts atoms for two radii and for a wire with a conducting core; the program asserts agreement within 4 % with the similarity solution, and the output agrees within 1 %. A separate moving-boundary solution gives exponents of 1.0001 for the squared-length gain in time and −0.9995 for K in radius. The program also asserts the growth law for slow incorporation, the first storage correction, and the density drop across the front. For the example with R = 20 nm, K is 2000 nm²/s and the length after 600 s is about 1095 nm. Other neglected effects are sized one at a time with rough parameters; the largest listed change is +7.7 %, for an anneal 5 K hotter.

## Numerical verification

```python
# Result under test: a silicide segment in a nanowire, fed by metal diffusing
# along its side wall, obeys  L^2 = K t,  K = 4 Ds (n0 - ni) / (R Nm).
# L  silicide length (nm), t time (s), R silicide radius (nm)
# Ds surface diffusivity (nm^2/s), Nm bound metal per silicide volume (nm^-3)
# n0, ni  mobile metal per wall area at the contact and at the front (nm^-2)
# The law needs scarce mobile metal, fast incorporation and a weak core path.
# Tests: atom-counting random walks and a moving-boundary diffusion solution.
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erf

R, Ds, n0, ni, Nm = 20.0, 1.0e6, 0.5, 0.1, 40.0
t_end = 600.0
dn = n0 - ni


def growth_constant(radius):
    return 4 * Ds * dn / (radius * Nm)


def similarity_constant(eps, diffusivity):
    """K including the storage of mobile metal, from the similarity root."""
    root = brentq(lambda s: np.sqrt(np.pi) * s * np.exp(s * s) * erf(s) - eps,
                  1e-9, 3.0, xtol=1e-14)
    return 4 * root**2 * diffusivity


# ---------- Test 1: count randomly hopping atoms, column by column ----------
def count_atoms(radius, core_density, seed):
    """Return the slope of squared length in (column width)^2 per time step.

    Mobile atoms sit on the wall or in the core, in local equilibrium. The
    front moves one column when enough atoms to build that column arrived.
    """
    rng = np.random.default_rng(seed)
    width, wall_density, bound_density = 0.5, 20.0, 40.0
    wall = 2 * np.pi * radius * width * wall_density
    core = np.pi * radius**2 * width * core_density
    supply = int(round(wall + core))
    wall_share = wall / (wall + core)
    needed = np.pi * radius**2 * width * bound_density
    atoms = np.zeros(40, dtype=np.int64)
    atoms[0] = supply
    front, caught, step = 2, 0.0, 0
    fronts, times = [], []
    while front < 28:
        step += 1
        here = atoms[:front].copy()
        on_wall = rng.binomial(here, wall_share) if core > 0 else here
        right = rng.binomial(on_wall, 0.25)
        left = rng.binomial(on_wall - right, 1 / 3)
        if core > 0:
            inside = here - on_wall
            core_right = rng.binomial(inside, 1 / 16)
            core_left = rng.binomial(inside - core_right, 1 / 15)
            right = right + core_right
            left = left + core_left
        atoms[:front] -= right + left
        atoms[1:front + 1] += right
        atoms[:front - 1] += left[1:]
        caught += atoms[front]
        atoms[front] = 0
        atoms[0] = supply
        if caught >= needed:
            caught -= needed
            front += 1
            fronts.append(front)
            times.append(step)
    fronts, times = np.array(fronts), np.array(times)
    late = fronts >= 10
    # the half column centres the discrete front between two positions
    return np.polyfit(times[late], (fronts[late] - 0.5)**2, 1)[0]


walk_rows = []
for radius, core_density, seed in [(5.0, 0.0, 1), (20.0, 0.0, 2),
                                   (20.0, 4.0, 3)]:
    wall_part = 2 * 20.0 / radius          # mobile wall atoms per volume
    total = wall_part + core_density
    mean_D = (wall_part * 0.25 + core_density / 16) / total
    predicted = similarity_constant(total / 40.0, mean_D)
    counted = count_atoms(radius, core_density, seed)
    walk_rows.append((radius, core_density, counted, predicted))
    # 4 %: counting noise and the finite column width
    assert abs(counted / predicted - 1) < 0.04, (radius, counted, predicted)


# ---------- Test 2: moving-boundary diffusion from an unfilled wall ----------
def solve_front(radius, kappa, start_length, times, cells=30):
    """Diffusion on x/L in [0,1]; kappa (nm/s) is the incorporation speed."""
    h = 1.0 / cells
    y = np.arange(1, cells) * h

    def rates(_, state):
        inner, length = state[:-1], state[-1]
        g = Ds / (2 * h * length)
        speed = 0.0
        for _i in range(5):
            end = ((kappa * ni + g * (4 * inner[-1] - inner[-2]))
                   / (3 * g + kappa + speed))
            speed = 2 * kappa * (end - ni) / (radius * Nm)
        full = np.concatenate(([n0], inner, [end]))
        curve = (full[2:] - 2 * full[1:-1] + full[:-2]) / h**2
        slope = (full[2:] - full[:-2]) / (2 * h)
        change = Ds * curve / length**2 + y * speed * slope / length
        return np.append(change, speed)

    start = np.append(np.full(cells - 1, ni), start_length)
    sol = solve_ivp(rates, (0, times[-1]), start, method="BDF",
                    t_eval=times, rtol=1e-7, atol=1e-9)
    assert sol.success
    return sol.y[-1]


L_start = 20.0
radii = np.array([10.0, 20.0, 40.0])
checks = np.array([t_end / 4, t_end])
solved_K = []
for radius in radii:
    lengths = solve_front(radius, 1e7, L_start, checks)
    gains = lengths**2 - L_start**2
    assert abs(gains[1] / gains[0] / 4 - 1) < 3e-3
    assert abs(gains[1] / t_end / growth_constant(radius) - 1) < 4e-3
    solved_K.append(gains[1] / t_end)
    if radius == R:
        time_exponent = np.log(gains[1] / gains[0]) / np.log(4)
radius_exponent = np.polyfit(np.log(radii), np.log(solved_K), 1)[0]
assert abs(radius_exponent + 1) < 3e-3

K = growth_constant(R)
L_end = np.sqrt(K * t_end)

# slow incorporation: L^2 + 2 (Ds/kappa) L grows linearly in time
kappa = 2.0e4
offset = Ds / kappa
L_slow_solved = solve_front(R, kappa, L_start, checks)[-1]
L_slow_formula = -offset + np.sqrt((L_start + offset)**2 + K * t_end)
assert abs(L_slow_solved / L_slow_formula - 1) < 2e-3
assert abs(L_slow_solved / np.sqrt(L_start**2 + K * t_end) - 1) > 0.02
L_slow = -offset + np.sqrt(offset**2 + K * t_end)

# ---------- Test 3: storage correction 1 - eps/3 for small eps ----------
for eps_try in (0.2, 0.1, 0.05):
    ratio = similarity_constant(eps_try, 1.0) / (2 * eps_try)
    assert abs(ratio - (1 - eps_try / 3)) < 0.2 * eps_try**2
eps = 2 * dn / (R * Nm + 2 * ni)
K_storage = similarity_constant(eps, Ds)

# ---------- Test 4: spreading from the rim across the front ----------
Db = 5.0e5                                  # interface diffusivity, nm^2/s
speed_end = K / (2 * L_end)
rim_flux = Ds * dn / L_end                  # atoms per nm of perimeter per s
rings = 200
dr = R / rings
faces = np.arange(rings + 1) * dr
matrix = np.zeros((rings, rings))
sink = Nm * speed_end * (faces[1:]**2 - faces[:-1]**2) / 2
for i in range(rings):
    if i > 0:
        link = Db * faces[i] / dr
        matrix[i, i] -= link
        matrix[i, i - 1] += link
    if i < rings - 1:
        link = Db * faces[i + 1] / dr
        matrix[i, i] -= link
        matrix[i, i + 1] += link
    else:
        matrix[i, i] -= Db * R / (dr / 2)   # rim value taken as zero
drop_solved = -np.linalg.solve(matrix, sink)[0]
drop_formula = rim_flux * R / (2 * Db)
assert abs(drop_solved / drop_formula - 1) < 2e-3
spread_offset = R * Ds / (2 * Db)
L_spread = -spread_offset + np.sqrt(spread_offset**2 + K * t_end)

# ---------- Sizes of the other neglected effects ----------
Dv, dc = 5.0e3, 0.4                         # core: nm^2/s and nm^-3
K_core = 2 * Dv * dc / Nm
R_cross = 2 * Ds * dn / (Dv * dc)
L_core = np.sqrt((K + K_core) * t_end)
swelling = 1.2                              # silicide/silicon volume ratio
L_swell = np.sqrt(growth_constant(R * np.sqrt(swelling)) * t_end)
kB = constants.k / constants.e              # eV/K
T = 350.0 + constants.zero_Celsius
gamma_SI = 0.5                              # extra wall energy, J/m^2
gamma = gamma_SI / constants.e * 1e-18      # eV/nm^2
wall_energy = gamma * (2 * np.pi * R) / (np.pi * R**2 * Nm)
ni_raised = ni * np.exp(wall_energy / (kB * T))
L_wall = L_end * np.sqrt((n0 - ni_raised) / dn)
E_act, dT = 1.0, 5.0
L_hot = L_end * np.sqrt(np.exp(E_act / kB * (1 / T - 1 / (T + dT))))


def percent(length):
    return 100 * (length / L_end - 1)


print(f"radius R = {R:.0f} nm, anneal time = {t_end:.0f} s")
print(f"surface diffusivity Ds = {Ds:.1e} nm^2/s")
print(f"mobile metal: contact {n0:.2f}, front {ni:.2f} nm^-2")
print(f"bound metal Nm = {Nm:.0f} nm^-3")
print(f"growth constant K = {K:.1f} nm^2/s = {K * 1e-14:.2e} cm^2/s")
for time in (150.0, 300.0, 600.0):
    print(f"length at {time:.0f} s, R = 20 nm: {np.sqrt(K * time):.1f} nm")
for radius in radii:
    k_r = growth_constant(radius)
    print(f"R = {radius:.0f} nm: K = {k_r:.0f} nm^2/s, "
          f"length at 600 s = {np.sqrt(k_r * t_end):.1f} nm")
print(f"front speed at 600 s = {speed_end:.3f} nm/s")
print(f"metal arriving at 600 s = {2 * np.pi * R * rim_flux:.3e} atoms/s")
print(f"metal bound by 600 s = {np.pi * R**2 * Nm * L_end:.3e} atoms")
print("Atom counting: slope of squared length, columns^2 per step")
for radius, core_density, counted, predicted in walk_rows:
    print(f"  R = {radius:.0f} nm, core {core_density:.0f} nm^-3: "
          f"counted {counted:.5f}, predicted {predicted:.5f}")
print("Moving-boundary solution")
print(f"  exponent of squared-length gain in time = {time_exponent:.4f}")
print(f"  exponent of K in radius = {radius_exponent:.4f}")
print(f"  slow incorporation, start {L_start:.0f} nm: solved "
      f"{L_slow_solved:.1f}, formula {L_slow_formula:.1f} nm")
print("Neglected effects, one at a time, on the length at 600 s")
print(f"  storage ratio eps = {eps:.3e}")
print(f"  storage: {percent(np.sqrt(K_storage * t_end)):+.3f} %")
print(f"  core: Dv = {Dv:.0f} nm^2/s, dc = {dc:.1f} nm^-3")
print(f"  core: K_v = {K_core:.1f} nm^2/s, crossover R = {R_cross:.0f} nm")
print(f"  core: {percent(L_core):+.2f} %")
print(f"  incorporation: kappa = {kappa:.0f} nm/s, Ds/kappa = {offset:.0f} nm")
print(f"  incorporation: length {L_slow:.1f} nm, {percent(L_slow):+.2f} %")
print(f"  spreading: Db = {Db:.1e} nm^2/s, path {spread_offset:.0f} nm")
print(f"  spreading: drop solved {drop_solved:.5f}, "
      f"formula {drop_formula:.5f} nm^-2")
print(f"  spreading: {percent(L_spread):+.2f} %")
print(f"  swelling by volume ratio {swelling:.1f}: {percent(L_swell):+.2f} %")
print(f"  wall energy {gamma_SI:.1f} J/m^2: {wall_energy:.5f} eV per atom")
print(f"  wall energy: ni = {ni_raised:.4f} nm^-2, {percent(L_wall):+.2f} %")
print(f"  temperature = {T:.2f} K, activation energy = {E_act:.1f} eV")
print(f"  temperature higher by {dT:.0f} K: {percent(L_hot):+.2f} %")
print("every check passed")
```

It prints:

```
radius R = 20 nm, anneal time = 600 s
surface diffusivity Ds = 1.0e+06 nm^2/s
mobile metal: contact 0.50, front 0.10 nm^-2
bound metal Nm = 40 nm^-3
growth constant K = 2000.0 nm^2/s = 2.00e-11 cm^2/s
length at 150 s, R = 20 nm: 547.7 nm
length at 300 s, R = 20 nm: 774.6 nm
length at 600 s, R = 20 nm: 1095.4 nm
R = 10 nm: K = 4000 nm^2/s, length at 600 s = 1549.2 nm
R = 20 nm: K = 2000 nm^2/s, length at 600 s = 1095.4 nm
R = 40 nm: K = 1000 nm^2/s, length at 600 s = 774.6 nm
front speed at 600 s = 0.913 nm/s
metal arriving at 600 s = 4.589e+04 atoms/s
metal bound by 600 s = 5.506e+07 atoms
Atom counting: slope of squared length, columns^2 per step
  R = 5 nm, core 0 nm^-3: counted 0.09332, predicted 0.09390
  R = 20 nm, core 0 nm^-3: counted 0.02465, predicted 0.02459
  R = 20 nm, core 4 nm^-3: counted 0.03569, predicted 0.03575
Moving-boundary solution
  exponent of squared-length gain in time = 1.0001
  exponent of K in radius = -0.9995
  slow incorporation, start 20 nm: solved 1047.4, formula 1047.7 nm
Neglected effects, one at a time, on the length at 600 s
  storage ratio eps = 9.998e-04
  storage: -0.029 %
  core: Dv = 5000 nm^2/s, dc = 0.4 nm^-3
  core: K_v = 100.0 nm^2/s, crossover R = 400 nm
  core: +2.47 %
  incorporation: kappa = 20000 nm/s, Ds/kappa = 50 nm
  incorporation: length 1046.6 nm, -4.46 %
  spreading: Db = 5.0e+05 nm^2/s, path 20 nm
  spreading: drop solved 0.00730, formula 0.00730 nm^-2
  spreading: -1.81 %
  swelling by volume ratio 1.2: -4.46 %
  wall energy 0.5 J/m^2: 0.00780 eV per atom
  wall energy: ni = 0.1156 nm^-2, -1.97 %
  temperature = 623.15 K, activation energy = 1.0 eV
  temperature higher by 5 K: +7.69 %
every check passed
```
